# Density front and junction current between filled and empty half-chains: a numerical check

```python
"""
Result under test: a chain with hopping J, filled on sites j <= 0 and empty on
sites j >= 1 at t = 0, develops the density arccos(x/(v t))/pi for |x| < v t,
and the particle current through the junction tends to (bandwidth)/h.

Symbols: H = -J sum(c+_{j+1} c_j + h.c.); a = lattice spacing;
v = 2 J a / hbar = greatest group speed; tau = 2 J t / hbar = v t / a;
x_j = (j - 1/2) a = position measured from the joining bond.
The chain is finite, and the front never reaches its ends in the times used.
"""
import numpy as np
from scipy.constants import h, hbar
from scipy.integrate import quad
from scipy.special import jv

half = 400
sites = np.arange(-half + 1, half + 1)
site0, site1 = half - 1, half          # array positions of j = 0 and j = 1
hopping_matrix = -(np.eye(2 * half, k=1) + np.eye(2 * half, k=-1))
energies, modes = np.linalg.eigh(hopping_matrix)   # energies in units of J


def evolve(tau):
    """Amplitudes from every initially filled site, by diagonalization."""
    phases = np.exp(-0.5j * energies * tau)
    return (modes * phases) @ modes[:half].T


def observables(tau):
    """Density, current dN_R/dtau and number N_R on the right side."""
    amp = evolve(tau)
    density = np.sum(np.abs(amp) ** 2, axis=1)
    bond = np.sum(np.conj(amp[site1]) * amp[site0])
    return density, -bond.imag, density[half:].sum()


def arccos_profile(tau):
    xi = (sites - 0.5) / tau
    return np.arccos(np.clip(xi, -1.0, 1.0)) / np.pi


# One-particle amplitudes and their characteristic function
tau_test = 37.5
column = evolve(tau_test)[:, site0]
bessel_amp = (1j ** (sites % 4)) * jv(sites, tau_test)
amp_error = np.max(np.abs(column - bessel_amp))
assert amp_error < 1e-10
for q in (0.03, 0.4, 1.7):
    direct = np.sum(np.abs(column) ** 2 * np.exp(1j * q * sites))
    assert abs(direct - jv(0, 2 * tau_test * np.sin(q / 2))) < 1e-10
for s in (0.7, 3.0, 8.0):
    mean_phase = quad(lambda th: np.cos(s * np.cos(th)), 0, np.pi)[0] / np.pi
    assert abs(mean_phase - jv(0, s)) < 1e-9

# Density as a Bessel sum, and particle-hole symmetry about the bond
density, current, number = observables(tau_test)
orders = np.arange(-half + 1, 2 * half)
tail_sums = np.cumsum((jv(orders, tau_test) ** 2)[::-1])[::-1]
density_error = np.max(np.abs(density - tail_sums[:2 * half]))
assert density_error < 1e-10
assert np.max(np.abs(density + density[::-1] - 1)) < 1e-10

# Current: closed form, and rate of change of the transferred number
current_error = 0.0
for tau in (0.8, 6.3, 37.5):
    flow = observables(tau)[1]
    closed = 0.5 * tau * (jv(0, tau) ** 2 + jv(1, tau) ** 2)
    current_error = max(current_error, abs(flow - closed))
    step = 1e-3
    rate = (observables(tau + step)[2] - observables(tau - step)[2]) / (2 * step)
    assert abs(rate - flow) < 1e-6     # finite-difference error of order step^2
assert current_error < 1e-10

# Long times: limit W/h with its leading oscillating correction
width = energies[-1] - energies[0]     # in J; finite chain slightly below 4
assert abs(width - 4) < 1e-4
for tau in (40.0, 101.3, 300.5):
    ratio = observables(tau)[1] * 2 / (width / (2 * np.pi))
    predicted = 1 - np.cos(2 * tau) / (2 * tau)
    assert abs(ratio - predicted) < 1 / tau ** 2 + 2e-5   # finite-chain width

# Ray picture: velocities by numerical differentiation of the band


def band(k):
    return -2 * np.cos(k)


def velocity(k):
    return (band(k + 1e-5) - band(k - 1e-5)) / 2e-5


right_flow = quad(lambda k: max(velocity(k), 0.0), -np.pi, np.pi,
                  points=[0.0])[0] / (2 * np.pi)
assert abs(right_flow - width / (2 * np.pi)) < 1e-4
k_grid = -np.pi + 2 * np.pi * (np.arange(200000) + 0.5) / 200000
speeds = velocity(k_grid)
for xi in (-0.6, 0.0, 0.5, 0.9):
    fraction = np.mean(speeds > xi * speeds.max())
    assert abs(fraction - np.arccos(xi) / np.pi) < 1e-4

# Approach to the arccos profile; a site sits exactly at the front
scaling = []
for tau in (37.5, 100.5, 300.5):
    deviation = np.abs(observables(tau)[0] - arccos_profile(tau))
    interior = np.abs(sites - 0.5) <= 0.8 * tau
    scaling.append((tau, deviation.max(), deviation[interior].max()))
assert scaling[0][1] > scaling[1][1] > scaling[2][1]
assert scaling[0][2] > 3 * scaling[2][2]
assert scaling[2][1] < 0.02 and scaling[2][2] < 0.004
front_exponent = (np.log(scaling[0][1] / scaling[2][1])
                  / np.log(scaling[2][0] / scaling[0][0]))
assert abs(front_exponent - 1 / 3) < 0.03
far_density = observables(300.5)[0][sites > 1.2 * 300.5].max()
assert far_density < 1e-6

# Worked example: neutral fermions in an optical lattice, round parameters
J = h * 100.0
a_um = 0.5
t_ms = 40.0
v_um_per_ms = 2 * J * a_um / hbar * 1e-3
tau_ex = 2 * J * t_ms * 1e-3 / hbar
limit_rate = 4 * J / h
density, current, number = observables(tau_ex)
profile = arccos_profile(tau_ex)
print(f"hopping J/h = {J / h:.1f} Hz, spacing a = {a_um} um, time t = {t_ms} ms")
print(f"bandwidth over h, W/h = {limit_rate:.1f} atoms/s")
print(f"greatest group speed v = {v_um_per_ms:.4f} um/ms")
print(f"tau = v t / a = {tau_ex:.3f} (dimensionless)")
print(f"front position v t = {v_um_per_ms * t_ms:.2f} um")
print("site j, x (um), x/(vt), exact density, arccos law (atoms per site):")
for j in (-59, -37, -24, -11, 0, 1, 12, 25, 38, 46, 50, 51, 60):
    i = j + half - 1
    x = (j - 0.5) * a_um
    print(f"  {j:4d} {x:8.2f} {x / (v_um_per_ms * t_ms):8.4f}"
          f" {density[i]:9.5f} {profile[i]:9.5f}")
print("time (ms), junction current (atoms/s), ratio to W/h:")
for t in (0.5, 1.0, 2.5, 3.75, 10.0, 11.25, 40.0):
    rate = observables(2 * J * t * 1e-3 / hbar)[1] * 2 * J / hbar
    print(f"  {t:6.2f} {rate:9.3f} {rate / limit_rate:9.5f}")
print(f"leading correction size 1/(2 tau) at t: {1 / (2 * tau_ex):.5f}")
print(f"atoms transferred by time t: {number:.4f}")
print(f"estimate W t / h: {limit_rate * t_ms * 1e-3:.4f} atoms")
print("tau, largest density deviation: whole profile, |x| <= 0.8 vt:")
for tau, whole, inner in scaling:
    print(f"  {tau:6.1f} {whole:9.5f} {inner:9.5f}")
print(f"observed decay exponent of whole-profile deviation: {front_exponent:.3f}")
print(f"largest density beyond 1.2 vt at tau = 300.5: {far_density:.1e}")
print(f"largest amplitude error against Bessel form: {amp_error:.1e}")
print(f"largest density error against Bessel sum: {density_error:.1e}")
print(f"largest current error (per unit tau): {current_error:.1e}")
print("every check passed")
```

It prints:

```
hopping J/h = 100.0 Hz, spacing a = 0.5 um, time t = 40.0 ms
bandwidth over h, W/h = 400.0 atoms/s
greatest group speed v = 0.6283 um/ms
tau = v t / a = 50.265 (dimensionless)
front position v t = 25.13 um
site j, x (um), x/(vt), exact density, arccos law (atoms per site):
   -59   -29.75  -1.1837   1.00000   1.00000
   -37   -18.75  -0.7460   0.77462   0.76805
   -24   -12.25  -0.4874   0.66046   0.66206
   -11    -5.75  -0.2288   0.57184   0.57348
     0    -0.25  -0.0099   0.50315   0.50317
     1     0.25   0.0099   0.49685   0.49683
    12     5.75   0.2288   0.42816   0.42652
    25    12.25   0.4874   0.33954   0.33794
    38    18.75   0.7460   0.22538   0.23195
    46    22.75   0.9052   0.15361   0.13973
    50    24.75   0.9848   0.03592   0.05562
    51    25.25   1.0047   0.01921   0.00000
    60    29.75   1.1837   0.00000   0.00000
time (ms), junction current (atoms/s), ratio to W/h:
    0.50   357.692   0.89423
    1.00   533.086   1.33271
    2.50   342.612   0.85653
    3.75   444.166   1.11041
   10.00   384.428   0.96107
   11.25   414.377   1.03594
   40.00   396.041   0.99010
leading correction size 1/(2 tau) at t: 0.00995
atoms transferred by time t: 15.9992
estimate W t / h: 16.0000 atoms
tau, largest density deviation: whole profile, |x| <= 0.8 vt:
    37.5   0.02591   0.00863
   100.5   0.01918   0.00354
   300.5   0.01313   0.00139
observed decay exponent of whole-profile deviation: 0.327
largest density beyond 1.2 vt at tau = 300.5: 1.1e-25
largest amplitude error against Bessel form: 4.9e-15
largest density error against Bessel sum: 3.3e-15
largest current error (per unit tau): 3.9e-16
every check passed
```
